Madelung energy of a charged supercell in an anisotropic medium

A charged defect in a periodic supercell interacts with its own images and with the background that neutralizes the cell. In this problem the host is a uniform, linear medium whose dielectric tensor ε depends on direction, and the defect is a point charge q. The aim is the energy that periodicity adds to that of the isolated charge.

Hartree atomic units are used, with the Gaussian form of electrostatics. The tensor ε is constant, real, symmetric and positive definite, and D = det ε. The lattice vectors are R, the cell volume is V, and the background density is −q/V. The potential φ obeys

∇·(ε∇φ) = −4πq [Σ_R δ(x − R) − 1/V],

and its average over a cell is set to zero.

**(a) Express the energy per cell, relative to the isolated charge in the same medium, through a potential at the charge.**

In a linear medium the electrostatic energy per cell is

U = ½ ∫_cell ρφ d³x, ρ = qδ(x) − q/V.

Adding a constant C to φ changes U by ½C∫ρ d³x = 0, because the cell is neutral. The choice of zero average is therefore free. With this choice the background contributes −(q/2V)∫φ d³x = 0, and the point charge alone remains.

Its term diverges, as does the self-energy of the isolated charge. To subtract them safely, replace the point by a narrow density q g(x) with ∫g d³x = 1. Let φ_iso be the potential of an isolated point charge q in the infinite medium, and define

w(x) = φ(x) − φ_iso(x).

The difference between the periodic and isolated energies is then

E = (q/2) ∫∫ g(x) g(y) w(x − y) d³x d³y.

Near the origin the delta functions cancel in w, which obeys ∇·(ε∇w) = 4πq/V and is smooth. As g shrinks to a point,

E = (q/2) w(0).

This also shows what a finite charge distribution changes. The lattice has inversion symmetry, so w is even and its expansion starts as w(0) + ½ x·Hx. The equation for w fixes one combination, Σ_ij ε_ij H_ij = 4πq/V. At fixed cell shape w scales as an inverse length, so every element of H, a second derivative, scales as 1/V. For a fixed defect charge distribution and cells enlarged at fixed shape, the next contribution to E thus scales as 1/V, compared with V^(−1/3) for the point term.

**(b) Find coordinates in which the medium looks like vacuum, and transform the sources.**

Since ε is positive definite, it has a symmetric inverse square root S = ε^(−1/2). Set

x′ = Sx.

The chain rule gives ∂_i = Σ_a S_ai ∂′_a. Because ε is constant,

∇·(ε∇) = Σ_ij ε_ij ∂_i ∂_j
= Σ_ab (SεSᵀ)_ab ∂′_a ∂′_b
= ∇′²,

where SεSᵀ = ε^(−1/2) ε ε^(−1/2) = 1.

Lattice vectors become R′ = SR. Volumes are multiplied by det S = D^(−1/2), so

d³x = √D d³x′, V′ = V/√D.

A delta function must integrate to one in either set of coordinates. Hence

δ(x − R) = δ(x′ − R′)/√D.

The background term is 1/V = (1/V′)/√D. Point charges and background acquire the same factor, so the transformed cell is still neutral:

∇′²φ = −(4πq/√D) [Σ_R′ δ(x′ − R′) − 1/V′].

The symmetric root is not the only possible map. Any real matrix A with AεAᵀ = 1 serves. For such a matrix,

(Aε^(1/2))(Aε^(1/2))ᵀ = AεAᵀ = 1,

so A is an orthogonal matrix times ε^(−1/2). The two deformed lattices differ by an orthogonal transformation, which leaves all distances unchanged.

**(c) Relate φ and φ_iso to potentials in vacuum.**

Let φ′(x′) be the zero-average vacuum potential of charges q on the lattice R′ with a neutralizing background. The last equation of part (b) is solved by

φ(x) = φ′(x′)/√D.

The map has a constant volume factor, so a zero average in x′ is a zero average in x. The solution is unique. If u is the difference of two periodic solutions, then ∇′²u = 0. Multiplying by u and integrating by parts over a cell gives ∫|∇′u|² d³x′ = 0, since the surface terms cancel by periodicity. So u is constant, and the zero average makes it zero.

The same steps without images and background turn the vacuum potential q/|x′| into

φ_iso(x) = q/(√D |x′|) = q/(√D √(x·ε⁻¹x)),

because |x′|² = x·S²x = x·ε⁻¹x. The equipotentials are ellipsoids. The subtraction in part (a) must use this potential. A spherical one would leave a direction-dependent divergence at the charge.

Both potentials carry the factor 1/√D, and therefore

w(0) = w′(0)/√D, w′(0) = lim_{x′→0} [φ′(x′) − q/|x′|].

**(d) Write the energy with a dimensionless constant of the deformed lattice and the original volume.**

If all lengths of a lattice are multiplied by λ, the vacuum potential at corresponding points is multiplied by 1/λ. The product of w′(0)/q and V′^(1/3) thus depends on the shape of the deformed lattice but not on its size. Define α′ by

w′(0) = −qα′/V′^(1/3).

The reference length is the cube root of the deformed volume. A different reference length would change both α′ and the prefactor below. Parts (a) and (c) give

E = (q/2) w′(0)/√D = −q²α′/(2 D^(1/2) V′^(1/3)).

Since V′ = V D^(−1/2), its cube root is V^(1/3) D^(−1/6). The powers of D in the denominator combine as 1/2 − 1/6 = 1/3, so

E = −q²α′ / (2 (det ε)^(1/3) V^(1/3)).

This energy is contained in the supercell result and absent for the isolated charge. The point-charge correction to be added is −E.

For an isotropic medium, ε = e·1, the map shrinks all lengths equally. Then α′ equals the constant α of the original lattice, D^(1/3) = e, and E = −q²α/(2eV^(1/3)). In general the anisotropy enters twice: through the geometric mean D^(1/3) of the principal dielectric constants, and through the shape on which α′ depends.

**(e) Derive a rapidly convergent expression for α′.**

Take unit charges in vacuum on the lattice R′. Around each charge add and subtract a Gaussian of unit charge,

(η³/π^(3/2)) exp(−η²r²),

whose potential is erf(ηr)/r. A point charge minus its Gaussian then has the short-range potential erfc(ηr)/r.

The Gaussians with the background form a smooth periodic density. Its Fourier coefficients are exp(−G′²/4η²)/V′ for reciprocal vectors G′ ≠ 0, and the background removes the G′ = 0 term. Poisson's equation divides each coefficient by G′² and multiplies it by 4π. This part has zero average.

The short-range part does not. Its average is

(1/V′) ∫ [erfc(ηr)/r] 4πr² dr = (4π/V′) ∫₀^∞ r erfc(ηr) dr.

Integration by parts, with d erfc(ηr)/dr = −(2η/√π) exp(−η²r²), gives

∫₀^∞ r erfc(ηr) dr = (η/√π) ∫₀^∞ r² exp(−η²r²) dr
= (η/√π) · √π/(4η³) = 1/(4η²).

The average π/(V′η²) must therefore be subtracted. At the origin the charge's own 1/r is also removed, which leaves erfc(ηr)/r − 1/r = −erf(ηr)/r → −2η/√π. Altogether,

−α′/V′^(1/3) = Σ_{R′≠0} erfc(ηR′)/R′
+ (4π/V′) Σ_{G′≠0} exp(−G′²/4η²)/G′²
− 2η/√π − π/(V′η²).

The parameter η divides the work between the two sums, and the total does not depend on it.

**(f) Evaluate E for q = 1 in a cubic cell of edge 20 bohr with ε = diag(9, 9, 4), and check the result without deforming the lattice.**

These are round model parameters. The determinant is D = 324, with √D = 18 and D^(1/3) = 6.868285. The edges are divided by 3, 3 and 2, which gives 6.6667, 6.6667 and 10 bohr. The deformed volume is 8000/18 = 444.444 bohr³. The sums of part (e) give α′ = 2.665826, so

E = −2.665826/(2 × 6.868285 × 20)
= −0.009703 hartree = −0.2640 eV.

The correction to be added is +0.2640 eV.

A direct check stays in the original coordinates. Replace each point by a round Gaussian whose Fourier transform is q exp(−G²s²/2). The field equation gives φ_G = 4πρ_G/(G·εG), and the energy contains the square of the Gaussian factor:

E = lim_{s→0} { (2πq²/V) Σ_{G≠0} exp(−G²s²)/(G·εG)
− (q²/4π²) ∫ exp(−k²s²)/(k·εk) d³k }.

The second term is the isolated self-energy. It follows from the first when (1/V)Σ_G becomes ∫d³k/(2π)³. Extrapolated to s = 0, this expression also gives −0.009703 hartree. A harder test uses a triclinic cell and a tensor with all off-diagonal elements present; both routes give −0.032029 hartree. The lattice vectors are (10, 0, 0), (2, 9, 0) and (−1, 3, 12) bohr, and the tensor has rows (6, 1, 0.5), (1, 4, −0.8) and (0.5, −0.8, 3), with q = 1.

It is instructive to keep the cubic constant α = 2.837297 and put the anisotropy into a mean dielectric constant alone. With the geometric mean, the magnitude of E is 6.4 % too large relative to the result above. This is the ratio 2.837297/2.665826. With the arithmetic mean, 7.3333, it is 0.3 % too small. Here two errors nearly cancel: the constant is too large by the factor 1.064, while the mean changes the energy by 6.868285/7.333333 = 0.937. Part (g) contains a case in which no positive mean can repair the cubic constant.

**(g) How does E depend on the shape of the deformed cell? Can it change sign?**

Consider first a cell of 18 × 18 × 12 bohr in the medium of part (f). Its deformed edges are all 6 bohr, so the cubic constant applies although the real cell is not a cube. With V = 3888 bohr³, (DV)^(1/3) = 108 bohr and

E = −2.837297/(2 × 108) = −0.013136 hartree,

in agreement with the direct sum. For a rectangular cell with edges along the principal axes of ε, the images are arranged as in a cubic vacuum lattice when the edges are proportional to the square roots of the corresponding dielectric constants.

Now let the deformed cell be tetragonal with edges a, a, c, and regard the unit charges as square layers a distance c apart. Averaged over a layer, the charge per area is σ = 1/a², and the potential obeys

d²φ₀/dz² = −4πσ[δ(z) − 1/c], −c/2 ≤ z ≤ c/2.

The periodic solution with zero average is

φ₀(z) = 2πσ(z²/c − |z| + c/6),

since the averages of z²/c and |z| are c/12 and c/4. At the charge it equals πc/(3a²), which is positive and grows with c.

The remaining part varies within the layers. For each in-plane reciprocal vector g ≠ 0, a layer at distance |z| contributes (2πσ/g) exp(−g|z|). The charge's own layer, with 1/r removed, gives a value that can depend on a alone; call it −m/a. The nearest layers give, from the four shortest vectors g = 2π/a and the two layers at ±c,

2 × 4 × (1/a) exp(−2πc/a).

Multiplying the total by −V′^(1/3) = −a(c/a)^(1/3), we find

α′ ≈ (c/a)^(1/3) [m − (π/3)(c/a) − 8 exp(−2πc/a)].

For large c/a the second term wins, and α′ becomes negative.

For a cubic supercell with ε = diag(ε_xy, ε_xy, ε_z), the deformed shape is c/a = √(ε_xy/ε_z). A strongly flattened deformed cell also has a negative α′, for ε_xy/ε_z below about 0.058 (c/a below about 0.24), a range that the layer formula does not cover. On the side ε_xy > ε_z the Ewald sums give α′ = 0 at ε_xy/ε_z = 13.872, or c/a = 3.7245. The exponential is negligible there, so m = (π/3) × 3.7245 = 3.9003. With m fixed by this one point, the formula can be compared with other shapes. At c/a = 1.5 it gives 2.666, as in part (f).

For ε = diag(36, 36, 1) and the same 20 bohr cube, c/a = 6 and the formula gives −4.330. The Ewald value is α′ = −4.330054. With D = 1296,

E = +4.330054/(2 × 1296^(1/3) × 20) = +0.00993 hartree.

The direct sum gives the same value to this accuracy. The correction −E is now negative. Strong in-plane screening shortens the effective distances within a layer much more than those between layers, so c/a is large and the layer-averaged term (π/3)(c/a) exceeds m. The cubic constant with any positive mean dielectric constant would give the wrong sign.

**(h) When may this energy be used as a defect correction?**

The derivation needs the same constant ε throughout the cell. It does not cover a slab with vacuum, where ε changes with position and one linear map cannot turn the whole cell into vacuum. The tensor must also describe the response present in the calculation: electrons alone if the ions are held fixed, electrons and ions if the ions relax. The defect charge must be compact compared with the cell, and the host must respond linearly and locally over the distances between images.

The result is a point-charge energy, and by part (a) it does not depend on the zero of potential. A finite charge distribution adds a term that scales as 1/V. For one class of distributions this term coincides with a potential alignment. Take an even density g with second moments ∫g x_i x_j d³x = s²ε_ij. Part (a) then gives the extra energy (q/2) s² Σ_ij ε_ij H_ij = 2πq²s²/V. Far from the charge, the zero-average potential of the spread charge is the point-charge potential averaged over g. To leading order it is shifted by ½ s² ∇·(ε∇φ) = 2πqs²/V. The shift times q equals the extra energy. For such a distribution, aligning the far potential with that of the point-charge model already accounts for the 1/V term, which must not be counted twice. For second moments M_ij that are not proportional to ε_ij, such as those of a round charge in an anisotropic host, the shift ½ Σ_ij M_ij ∂_i∂_jφ changes with position, and this simple equality is lost.

Table of computed values

```
GENERAL TEST: triclinic cell, full tensor, q = 1
cell vectors (bohr): [[10.0, 0.0, 0.0], [2.0, 9.0, 0.0], [-1.0, 3.0, 12.0]]
eps: [[6.0, 1.0, 0.5], [1.0, 4.0, -0.8], [0.5, -0.8, 3.0]]
alpha' with eps^(-1/2): 2.620135
alpha' with Cholesky map: 2.620135
E from formula: -0.03202930 hartree
E from direct sum: -0.03202930 hartree
probe point (bohr): [5.5, 4.5, 3.6]
probe potential, mapped: -0.01585704 hartree/e
probe potential, direct: -0.01585704 hartree/e
flux of isolated charge / (4 pi q): 1.0000000
WORKED EXAMPLE: cubic cell
charge: 1 e; edge: 20.0 bohr
eps diagonal: [9.0, 9.0, 4.0]
det eps: 324.000; cube root: 6.868285
V: 8000.000 bohr^3
deformed edges (bohr): [6.666667, 6.666667, 10.0]
V': 444.444444 bohr^3
V'^(1/3): 7.631428 bohr
alpha' of deformed cell: 2.665826
alpha of cube: 2.837297
E from formula: -0.00970339 hartree = -0.264043 eV
E from direct sum: -0.00970339 hartree
correction -E: 0.264043 eV
cubic alpha, geometric mean eps: -0.01032753 hartree
  excess in magnitude: 6.432 %
arithmetic mean eps: 7.333333
cubic alpha, arithmetic mean eps: -0.00967261 hartree
  excess in magnitude: -0.317 %
ISOTROPIC LIMIT: same cube, eps = 5
E formula: -0.01418649; direct: -0.01418649 hartree
MATCHED CELL: same eps as worked example, q = 1
edges (bohr): [18.0, 18.0, 12.0]
deformed edges (bohr): [6.0, 6.0, 6.0]
E with cubic alpha: -0.01313564 hartree
E from direct sum: -0.01313564 hartree
STRONG ANISOTROPY: cube of edge 20 bohr, q = 1
eps diagonal: [36.0, 36.0, 1.0]
alpha': -4.330054
E from formula: 0.0099288 hartree
E from direct sum: 0.0099287 hartree
eps_xy/eps_z where alpha' = 0 in a cube: 13.8717
```
